# The Coulomb pseudopotential and the Matsubara cutoff in Eliashberg $T_c$ calculations, part 2

The question is how $T_c$ in linearized isotropic Migdal–Eliashberg theory depends on the number $N$ of positive Matsubara frequencies kept (block $L$; the rest form $H$), for a flat, half-filled band $|\xi|<W$, an Einstein phonon (frequency $\omega_E$, coupling $\lambda$) and a static repulsion $\mu$. In Rydberg units with $k_B=1$, $\omega_n=2\pi T(n+\tfrac12)$, $\tilde\omega_n=\omega_nZ_n$, $\Lambda^\pm_{nm}=\tfrac12[\lambda(n-m)\pm\lambda(n+m+1)]$ and

$$\lambda(l)=\frac{\lambda a^2}{a^2+l^2},\qquad a=\frac{\omega_E}{2\pi T},\qquad Y=\frac{W}{2\pi T}.$$

With pairing self-energy $\phi_n$ and $A=(2/\pi)\arctan(W/|\tilde\omega|)$ (wide band: $A=1$), $x_n=A_n\phi_n/\tilde\omega_n$ obeys

$$(M_0+\mu\,\mathbf 1\mathbf 1^{T})\,x=0,\qquad M_0=\mathrm{diag}(d)-\Lambda^+,\qquad d_n=\frac{\tilde\omega_n}{2\pi TA_n},$$

with wide-band $d_n=n+\tfrac12+D_n$. Define $s=\mathbf 1^Tx$, $y=M_{LL}^{-1}\mathbf 1_L$ ($M_{LL}$ is the $L$ block of $M_0$), $\chi_N=\mathbf 1_L^Ty$, $g_m=1/(m+\tfrac12)$. Eliminating $H$ exactly gives a Schur complement.

For phonon-free $H$ with $A_n$ kept, $1/\mu^*_N=1/\mu+S_N$, where $S_N=\sum_{m\ge N}A_m/(m+\tfrac12)$ uses bare $\omega_m$ and, with $\psi$ the digamma function,

$$S_N=\frac2\pi\int_0^Y\frac{dy}{y}\,\mathrm{Im}\,\psi(N+\tfrac12+iy),$$

$$S_N=\ln Y-\psi(N+\tfrac12)+R_N+\Phi,\qquad R_N=\frac2\pi\sum_{m<N}\frac{\arctan[(m+\frac12)/Y]}{m+\frac12}.$$

The Fermi term $\Phi=2\int_Y^\infty dy/[y(e^{2\pi y}+1)]$ is dropped. The wide-band digamma rule, $-\chi_N=1/\mu^*_N$ at $T_N$, uses

$$\frac1{\mu^*_N}=\frac1\mu+\ln\frac{W}{2\pi T}-\psi(N+\tfrac12).$$

Here $\omega_{\rm eff}=2\pi Te^{\psi(N+1/2)}$, $b=d\ln T_c/d(1/\mu)$ and

$$\psi(N+\tfrac12)=\ln N+\frac1{24N^2}-\frac7{960N^4}+\frac{31}{8064N^6}-\dots$$

The logarithmic rule $1/\mu^*=1/\mu+\ln(W/\omega_c)$, with $\omega_c=2\pi T(N+u)$, $-\tfrac12<u\le\tfrac12$, gives $\ln\frac{T}{T_N}\simeq b\left[\psi(N+\tfrac12)-\ln(N+u)\right]$ and a saw-tooth: falling slope $-b/(1-b)$, rising flank pinned at $T=\omega_c/2\pi(N+\tfrac12)$ from $T_1$ to $T_2$,

$$\ln\frac{T_2}{T_1}=\frac{b}{N+\frac12}+\ln\frac{T_{N+1}}{T_N}.$$

Phonons on $H$ leave the remainder

$$\varepsilon_N=\lim_{M\to\infty}\left[\chi_M-\chi_N-\psi(M+\tfrac12)+\psi(N+\tfrac12)\right],$$

so $I_N=I_\infty+\varepsilon_N$, where $I_N(T)=-\chi_N(T)+\psi(N+\tfrac12)-\ln Y$ and $I_N(T_N)=1/\mu$; hence $\ln(T_N/T_\infty)\simeq-b\varepsilon_N$. For $N\gg a$,

$$\varepsilon_N\simeq2\sum_{m\in H}\sum_{n\in L}g_m\Lambda^+_{mn}y_n+\sum_{m,m'\in H}g_m(\Lambda^+_{mm'}-D_m\delta_{mm'})g_{m'} ,$$

the cross term and the $HH$ term. With $x=m+\tfrac12=Nt$ and $x'=Nt'$, sums become integrals in units of $\lambda a^2/N^2$. Across the $L$–$H$ edge, integrate over all $t'<1$ and restrict $t>1+d_0$, where $d_0=\eta/e$ and $\ln(1/\eta)=\ln N-\mathrm{Re}\,\psi(1+ia)$.

Example: $\lambda=1$, $\omega_E=0.002$ Ry, $W=0.2$ Ry, $\mu=0.25$, $\omega_c=0.02$ Ry.

In the cross term write $\Lambda^+_{mn}=\lambda a^2/x^2+(\Lambda^+_{mn}-\lambda a^2/x^2)$. The first piece gives $2\chi_N\int_1^\infty dt/t^3=\chi_N$. The second piece vanishes as $t'^2$ and so weights the upper part of $L$, where $y_n=g_n[1+((\Lambda^+-D)y)_n]\simeq g_n$. The correction belongs to the neglected terms throughout $L$. In the interior it is of order $a^2/n^2$, with a coefficient that contains $\lambda\chi_n$; for $n\ll N$ it does not depend on $N$ and varies logarithmically with $n$, and in the example below it is about $-7$ at $n=20$ and $-6$ at $n=40$. Within a few $a$ of the edge, where the $H$ part of $\Lambda^+y$ is missing, the correction is of order $\lambda a/N$. With $\sigma=t^2$ and $\sigma'=t'^2$,

$$\frac12\left[\frac1{(t-t')^2}+\frac1{(t+t')^2}\right]-\frac1{t^2}=\frac{\sigma+\sigma'}{(\sigma-\sigma')^2}-\frac1\sigma=\frac{\sigma'(3\sigma-\sigma')}{\sigma(\sigma-\sigma')^2}.$$

Using $dt'/t'=d\sigma'/2\sigma'$ and $3\sigma-\sigma'=2\sigma+(\sigma-\sigma')$, the inner integral over $0<\sigma'<1$ is $1/[\sigma(\sigma-1)]+(1/2\sigma)\ln[\sigma/(\sigma-1)]$. The outer measure is $2\,dt/t=d\sigma/\sigma$ from $\sigma=1+2d_0$. The function $1/[\sigma^2(\sigma-1)]$ has antiderivative $\ln[(\sigma-1)/\sigma]+1/\sigma$, which vanishes at infinity, and integrates to $-\ln2d_0-1=-\ln2\eta$. The logarithmic part, with $w=1/\sigma$, is $-\tfrac12\int_0^1\ln(1-w)\,dw=\tfrac12$. The cross term is $\chi_N+\ln(1/\eta)-\ln2+\tfrac12$.

In the $HH$ term use $D_m=\tfrac12\sum_{m'\ge0}[\lambda(m-m')-\lambda(m+m'+1)]$ and split its first sum into $m'\in H$ and $m'\in L$. There are four pieces. The first combines the difference kernel of $\Lambda^+_{HH}$ with the $H$ part of $D$. Its weight $1/xx'-1/x^2$, symmetrized in $x\leftrightarrow x'$, is $-(x-x')^2/2x^2x'^2$, which vanishes where the kernel peaks; this is the cancellation of the order $\lambda a/N$, the same mechanism by which static scattering drops out of the gap equation. What remains is $-\tfrac14(\int_1^\infty dt/t^2)^2=-\tfrac14$. The second piece is the $L$ part of $D$: $\int_0^1dt'/(t-t')^2=1/[t(t-1)]$, and $1/[t^3(t-1)]$ has antiderivative $\ln[(t-1)/t]+1/t+1/2t^2$, so the piece is $-\tfrac12[-\ln d_0-\tfrac32]=-\tfrac12\ln(1/\eta)+\tfrac14$. The third is the sum kernel of $\Lambda^+_{HH}$, $\tfrac12\iint dt\,dt'/[tt'(t+t')^2]$. With $p=1/t$, $q=1/t'$ the integrand is $pq/(p+q)^2$ on the unit square, and taking twice the half $q=pw$, $w<1$, gives $2\int_0^1p\,dp\int_0^1w\,dw/(1+w)^2=\ln2-\tfrac12$, so the piece is $\tfrac12\ln2-\tfrac14$. The fourth is the sum kernel of $D$, $+\tfrac12\int_1^\infty dt\,t^{-2}\int_0^\infty dt'/(t+t')^2=\tfrac14$. The $HH$ term is $-\tfrac12\ln(1/\eta)+\tfrac12\ln2$, and the total is

$$\varepsilon_N\simeq\frac{\lambda a^2}{N^2}B_N,\qquad B_N=\chi_N+\tfrac12\left[\ln\frac N2-\mathrm{Re}\,\psi(1+ia)\right]+\tfrac12 ,$$

with neglected terms smaller by a power of $a/N$, times logarithms. At $T_\infty$ the definitions give $-\chi_N=1/\mu^*_N+\varepsilon_N$, so $\chi_N\simeq-1/\mu^*_N$ inside $B_N$, and adding $\varepsilon_N$ to $1/\mu^*_N$ removes the leading drift. While $1/\mu^*_N$ dominates, $B_N<0$ and the cut overestimates $T_c$: the discarded amplitudes are opposite in sign to $s$, and the phonon attraction between them and $L$ opposes pairing. Since $-1/\mu^*_N$ grows as $\ln N$, $dB_N/d\ln N=\tfrac32$, and the step is $\ln(T_{N+1}/T_N)\simeq-b\lambda a^2(\tfrac32-2B_N)/N^3$. Its size relative to the Coulomb tooth $b/N$ is $\lambda(a/N)^2(\tfrac32-2B_N)$. The digamma rule thus replaces teeth of order $N^{-1}$ by a staircase with steps of order $N^{-3}$, which descends as long as $B_N<\tfrac34$. It does not make $T_c$ independent of $N$.

The example takes round model parameters $\lambda=1$, $\omega_E=0.002$ Ry, $W=0.2$ Ry, $\mu=0.25$ and $\omega_c=0.02$ Ry; the program that produces the numbers, and its output, follow this text. Temperatures are given to more digits than the model deserves physically because differences between numerical prescriptions are the subject. The wide-band reference, computed with $N=1000$, is $T_\infty=1.31515\times10^{-4}$ Ry $=20.765$ K. Then $2\pi T_\infty=8.2633\times10^{-4}$ Ry, $a=2.4203$, $Y=242.03$ and $\omega_c/2\pi T_\infty=24.203$, so $N=24$ and $u=0.203$. With $\psi(24.5)=3.178126$ against $\ln24=3.178054$, the difference is $7.2\times10^{-5}$, as $1/24N^2$ requires, and $\omega_{\rm eff}=0.019833$ Ry lies midway between $0.019419$ and $0.020245$ Ry. The two pseudopotentials are $1/(4+2.302585)=0.158665$ for the logarithm and $1/(4+2.310949)=0.158455$ for the digamma rule. The sensitivity, from a finite difference at $N=200$, is $b=0.07925$.

The exact statements are tested with tolerances of $10^{-7}$ to $10^{-10}$. The three forms of $S_N$ agree within $10^{-8}$ in cold and hot cases; at $N=24$ the direct sum is $2.374007=2.310949+0.063058$, with $R_N$ close to $2N/\pi Y=0.063127$. The Schur-folded matrix reproduces the $T_c$ of a 300-frequency parent within $10^{-10}$ in relative terms. With the phonon terms confined to the first 15 frequencies and $N=15,16,30,400$, the spread of $\ln T_c$ is $4\times10^{-14}$ with the digamma rule, $1.4\times10^{-5}$ with $\ln N$, and $2.5\times10^{-3}$ with the cutoff placed at $\omega_{N-1}$.

A scan of the logarithmic rule over one period finds a tooth from $20.819$ K to $20.878$ K, a height of $2.80\times10^{-3}$ in $\ln T_c$. The prediction is $3.235\times10^{-3}-0.380\times10^{-3}=2.855\times10^{-3}$, about 2% above the scan. Most of this excess comes from taking $b$ at $N=200$: at $N=24$, $b=0.0781$, which gives a height of $2.81\times10^{-3}$ and $-b/(1-b)=-0.0847$. The falling slope is $-0.0849$ against $-b/(1-b)=-0.0861$, and the pinning of the rising flank holds within $10^{-7}$. The digamma step is $0.117$ of $b/(N+\tfrac12)$ at $N=24$, $0.072$ at $N=30$ and $0.0145$ at $N=60$, and all steps from $N=15$ to $61$ are negative.

For the remainder at $N=24$, $\chi_N=-6.25718$, which equals $-(6.31095-0.05377)$ as the identity above demands. Then $B_N=-6.2572+\tfrac12(2.4849-0.8984)+0.5=-4.964$ and $\lambda a^2/N^2=0.010170$, so $\varepsilon_N\simeq-0.0505$, to be compared with $-0.0551$ from the first-order sums and $-0.0538$ from the exact matrices with $M=1200$; the closed form is 6% short of the exact value. At $N=160$ the exact $B_N$, corrected for the finite $M$, is $-2.198$ against $-2.172$. The step formula gives $0.01017\,(1.5+9.93)=0.116$ of $b/N$, against the computed $0.1174\times24/24.5=0.115$ of $b/N$. This closeness is partly accidental: the step runs from $N$ to $N+1$, and with $N^{-3}$ taken at the midpoint $24.5$ instead of at $24$ the formula gives $0.109$ of $b/N$, about 5% below the computed step. The drift $-b\varepsilon_N=4.0\times10^{-3}$ compares with the computed $\ln(T_{24}/T_\infty)=4.23\times10^{-3}$, and at $N=80$ the figures are $2.33\times10^{-4}$ and $2.38\times10^{-4}$.

The output shows that at $\omega_c=10\,\omega_E$ this drift exceeds the tooth height. The digamma rule gives $20.853$ K and the logarithm gives $20.845$ K, which is closer to $T_\infty$. This is a partial cancellation: for $u>0$ the logarithm overestimates $\mu^*$, which offsets some of the drift. At its own temperature $\ln(\omega_c/2\pi T)$ is smaller by $\ln(20.8453/20.7646)=0.0039$, so the bracket is $-0.0084+0.0039=-0.0045$ and the shift is $-3.6\times10^{-4}$, against $\ln(20.8453/20.8526)=-3.5\times10^{-4}$; for $u<0$ the two errors add. With $\varepsilon_N$ included, 24 frequencies give $20.769$ K, an error of $2.2\times10^{-4}$ relative to $T_\infty$.

The finite band with self-consistent $A_n$ gives $20.97$ K, higher than the wide-band value by $9.8\times10^{-3}$ in $\ln T_c$; for $W/2$ at fixed $1/\mu+\ln W$ the shift is $2.0\times10^{-2}$, a ratio of $2.04$, consistent with $\omega_E/W$ scaling. The shift is the net result of two opposite effects: keeping $A$ only in the sum for $\tilde\omega_n$ lowers $Z$ and raises $\ln T_c$ by about $2.1\times10^{-2}$, while keeping it only in the gap equation lowers $\ln T_c$ by about $1.1\times10^{-2}$. The shift is larger than both the tooth and the drift at $N=24$, and converging the wide-band equations in $N$ does not remove it; a small $N$, between 15 and 20 here, would cancel it only by an accident of the drift. When $A_n$ is kept on $L$ with $N=80$, the error relative to the finite-band $T_c$ is $6.7\times10^{-4}$ with $R_N$ and $-1.60\times10^{-2}$ without, a difference of $-1.66\times10^{-2}$ against $-bR_{80}=-0.07925\times0.208=-1.65\times10^{-2}$. The error with $R_N$ exceeds the wide-band drift at the same $N$. The tail uses $A(\omega_m)$ in place of $A(\tilde\omega_m)$, a relative change of order $\lambda\omega_E/W$, and the excess comes from this: with $A(\tilde\omega_m)$ in the tail the error at $N=80$ falls to about $1.7\times10^{-4}$.

The results rest on a static $\mu$ and a flat symmetric band. A symmetric density of states that varies only on energies well above the phonon range replaces $A_m$ and shifts the invariant $1/\mu+\ln W$, but leaves the $N$-dependence of the wide-band rule unchanged, since that follows from $\sum1/(m+\tfrac12)$ alone. With narrower structure the wide-band equations themselves no longer apply, and $A_n$ must be kept on $L$. A repulsion that varies with frequency above the cut is in general no longer of rank one, and the exact fold is then the Schur complement. The separable form $\mu f_mf_{m'}$ with $f=1$ on $L$ is an exception: it keeps rank one, $s$ becomes $\sum_mf_mx_m$, the amplitudes on a phonon-free $H$ become $x_m=-\mu sf_mA_m/(m+\tfrac12)$, and the fold holds with $S_N$ replaced by $\sum_{m\ge N}f_m^2A_m/(m+\tfrac12)$. The expression for $\varepsilon_N$ needs $N\gg a$ and the untruncated $Z$. Cutting the sum for $Z$ at $N$ as well removes, for $n\ll N$, $\sum_{m\ge N}\Lambda^-_{nm}\simeq\sum 2\lambda a^2xx'/x'^4=\lambda a^2x/N^2$ with $x=n+\tfrac12$, lowering $Z$ by $\lambda(a/N)^2$; this is a further drift with the same power of $a/N$, which the formula does not contain; its coefficient is not derived here, and it can exceed the drift $-b\varepsilon_N$ several times over.

## Calculated quantities

```
inputs: lambda = 1.0, mu = 0.25, wE = 0.002 Ry, W = 0.2 Ry, wc = 0.02 Ry
1 Ry / k_B = 157887.51 K
Tc converged wide band (N=1000) = 1.3151495e-04 Ry = 20.7646 K
2 pi Tc = 8.263328e-04 Ry; a = 2.42033; Y = 242.033 (dimensionless)
N at wc = 24; wc/(2 pi Tc) = 24.2033; u = 0.2033
psi(N+1/2) = 3.1781261; ln N = 3.1780538; 1/(24N^2) = 7.234e-05
w_(N-1) = 1.941882e-02 Ry; w_N = 2.024515e-02 Ry
w_eff = 1.983342e-02 Ry
ln(W/wc) = 2.302585; ln Y - psi(N+1/2) = 2.310949
mu* log rule = 0.158665; mu* digamma = 0.158455
S_N direct = 2.3740074; R_N = 0.0630585; 2N/(pi Y) = 0.0631272
Fermi term at Y=0.3 = 0.105763
b = dlnTc/d(1/mu) = 0.07925
confined phonons, spread of lnTc: digamma 4.1e-14
  with ln N 1.399e-05; with cutoff at w_(N-1) 2.474e-03
tooth bottom = 20.8191 K; top = 20.8776 K
tooth height in lnTc: scan 2.8028e-03; predicted 2.8547e-03
b/(N+1/2) = 3.2346e-03; digamma step N->N+1 = -3.7986e-04
falling slope: scan -0.08488; -b/(1-b) = -0.08607
step/tooth: N=24: 0.1174; N=30: 0.0717; N=60: 0.0145
digamma N=15: Tc = 21.0167 K; ln(Tc/Tinf) = 1.207e-02
digamma N=20: Tc = 20.8981 K; ln(Tc/Tinf) = 6.409e-03
digamma N=30: Tc = 20.8170 K; ln(Tc/Tinf) = 2.520e-03
digamma N=40: Tc = 20.7911 K; ln(Tc/Tinf) = 1.278e-03
digamma N=60: Tc = 20.7746 K; ln(Tc/Tinf) = 4.823e-04
chi_N at Tinf = -6.25718; Re psi(1+ia) = 0.89840
eps N=24: exact -5.3770e-02; first order -5.5053e-02; closed -5.0484e-02
eps N=40: exact -1.6156e-02; first order -1.6335e-02; closed -1.5507e-02
N^2 eps/(lam a^2), N=160: exact -2.1981; closed -2.1716
drift lnTc N=80: 2.3797e-04; -b eps = 2.3275e-04
Tc log rule at wc = 1.3202619e-04 Ry = 20.8453 K
Tc digamma N=24 = 1.3207245e-04 Ry = 20.8526 K
Tc digamma+eps N=24 = 1.3154377e-04 Ry = 20.7691 K
ln(Tc/Tinf): digamma 4.230e-03; digamma+eps 2.191e-04
Tc finite band W = 1.3281496e-04 Ry = 20.9698 K
band shift lnTc: W 9.8364e-03; W/2 2.0087e-02; ratio 2.042
finite band N=80: R_80 = 0.20796
  lnTc error with R 6.689e-04; without R -1.596e-02
```
